# Phase stability of columnar grains from top, bottom and sidewall energies

Q: A thin film can hold a polar phase that loses to a nonpolar phase in bulk. Surface energy can be the cause. But a grain in a film has a top, a bottom and a side. Why should one "size" decide its phase?

A: One size does not. Take a cylindrical grain of radius $R$ that spans a film of thickness $h$. Its volume is $\pi R^2h$, its two end faces have area $\pi R^2$ each, and its sidewall has area $2\pi Rh$. Let $g_i$ be the bulk free-energy density of phase $i$, $\gamma_{{\rm t},i}$ and $\gamma_{{\rm b},i}$ the energies per area of the top and bottom interfaces, and $\sigma_i$ the sidewall energy per area charged to this grain. Then

$$G_i=\pi R^2h\,g_i+\pi R^2(\gamma_{{\rm t},i}+\gamma_{{\rm b},i})+2\pi Rh\,\sigma_i .$$

The end faces need separate energies because they may touch different electrodes. The sidewall touches other grains.

Q: The two phases have different lattice parameters. Do they even have the same $R$ and $h$?

A: Not after deformation. I therefore refer all energies to one undeformed reference shape holding the same amount of material. The geometric factors are then common to both phases. The energy of a uniform strain imposed by the substrate is proportional to volume and belongs in $g_i$. All coefficients are taken at one temperature and are assumed independent of $R$ and $h$.

Q: Then compare the phases. Which parts survive?

A: Call the polar phase o and the nonpolar bulk phase m, and let $\Delta$ mean o minus m. Define

$$\Gamma=\Delta\gamma_{\rm t}+\Delta\gamma_{\rm b},\qquad D=\sigma_{\rm o}-\sigma_{\rm m}.$$

Subtracting the two energies gives

$$\Delta G=\pi R^2h\,\Delta g+\pi R^2\Gamma+2\pi Rh\,D .$$

Division by the positive volume $\pi R^2h$ does not change the sign:

$$\frac{\Delta G}{\pi R^2h}=\Delta g+\frac{\Gamma}{h}+\frac{2D}{R}.$$

Phase o has the lower energy where the right side is negative. The boundary is its zero. Top and bottom energies enter through their sum, so in this model the boundary cannot tell which electrode provides the stabilization. The factor 2 in the last term is the perimeter-to-area ratio of a circle, $2\pi R/(\pi R^2)=2/R$.

Q: Give me the thickness at which the phases balance.

A: Set the density to zero, move the bulk and sidewall terms to the other side, and invert:

$$\frac{\Gamma}{h}=-\left(\Delta g+\frac{2D}{R}\right)
\quad\Longrightarrow\quad
h_c(R)=-\frac{\Gamma}{\Delta g+2D/R}.$$

This is a boundary only where it is positive. Since m is stable in bulk, $\Delta g>0$. Suppose first that both surface terms favour o, so $\Gamma<0$ and $D<0$. Define two positive lengths,

$$h^*=-\frac{\Gamma}{\Delta g},\qquad R^*=-\frac{2D}{\Delta g}.$$

Dividing the balance condition by $\Delta g$ gives $1-h^*/h-R^*/R=0$, or

$$\frac{h^*}{h}+\frac{R^*}{R}=1 .$$

Multiply by $hR$ to get $h^*R+R^*h=hR$. Collect all terms on one side and add $h^*R^*$ to both sides:

$$hR-h^*R-R^*h+h^*R^*=h^*R^*
\quad\Longrightarrow\quad
(h-h^*)(R-R^*)=h^*R^* .$$

The boundary is a hyperbola. Both fractions in the preceding form are positive and add to one, so each is below one. The physical branch therefore has $h>h^*$ and $R>R^*$.

Q: What do the two lengths mean physically?

A: They are the two one-dimensional limits. For very wide grains the sidewall is negligible and $h_c\to h^*$: the end faces alone must pay the bulk cost. For very thick films the end faces are negligible and the critical radius tends to $R^*$: the sidewall alone must pay.

If $R\le R^*$, then $\Delta g+2D/R\le0$. Adding the negative $\Gamma/h$ makes the total negative for every finite $h$. Such narrow grains prefer o to m at every thickness, so a film need not be thin to be polar.

Q: You chose convenient signs. What if an electrode dislikes the polar phase?

A: What matters is whether the sum $\Gamma$ changes sign. Keep $\Delta g>0$ and consider the other cases.

- For $\Gamma<0$, $D>0$, the denominator of $h_c$ exceeds $\Delta g$. Hence $h_c<h^*$, and o is favoured below $h_c$. The sidewalls shrink the polar range.
- For $\Gamma>0$, $D<0$, a positive $h_c$ requires $\Delta g+2D/R<0$, which means $R<R^*$. Now o is favoured above $h_c$, because a thicker film dilutes the harmful end-face term.
- For $\Gamma>0$, $D>0$, all three terms are positive and o is not favoured at any size.

Thus "thinner is more polar" is, for these two phases alone, a statement about the sign of $\Gamma$, not a general law.

Q: A polar film also has bound charge on its faces. Where is the depolarization energy?

A: The result above assumes that this charge is screened well enough for the remaining energy to fit into $\Gamma$. A simple model shows when it does. Let a short-circuited film have fixed normal polarization $P$ and background permittivity $\varepsilon$, and let its imperfect interfaces act as a series capacitance $C$ per area. With field $E$ in the film, the electrode charge per area is $q=P+\varepsilon E$. Zero total voltage requires $Eh+q/C=0$. Inserting $q$ gives $E(Ch+\varepsilon)=-P$, so

$$E=-\frac{P}{Ch+\varepsilon},\qquad q=\frac{PCh}{Ch+\varepsilon}.$$

The field energy per area is

$$\frac{\varepsilon E^2h}{2}+\frac{q^2}{2C}
=\frac{P^2h(\varepsilon+Ch)}{2(Ch+\varepsilon)^2}
=\frac{P^2h}{2(Ch+\varepsilon)} .$$

For $h\gg\varepsilon/C$ it tends to the constant $P^2/(2C)$, which is a positive contribution to $\Gamma$. For $h\ll\varepsilon/C$ it tends to $P^2h/(2\varepsilon)$, which acts as a bulk cost. Between these limits the full expression must be added, and the boundary is no longer the simple hyperbola. The full expression is the fraction $Ch/(Ch+\varepsilon)$ of the constant. For $\varepsilon=30\varepsilon_0$ and $C=\varepsilon_0/(0.1\ {\rm nm})$, $\varepsilon/C=3$ nm, and the fraction at 8 nm is only $8/11$. Films a few nanometres thick are therefore not automatically in the constant limit. The model also assumes a laterally uniform, single-domain polarization.

Q: Here is a more basic objection. Cylinders do not fill a film. Your sidewalls would leave gaps.

A: Replace the cylinders by regular hexagonal prisms, which do fill it, and let $R$ be the inradius, the distance from the centre to a side. Lines from the centre to the corners cut the hexagon into six triangles. Each has height $R$, so the total area is

$$A=\tfrac12 R\,L,\qquad\text{hence}\qquad \frac{L}{A}=\frac{2}{R},$$

where $L$ is the perimeter. This is the ratio for the circle, so the bulk, face and wall terms keep their form. The vertical lines where three walls meet are neglected here, like all line energies.

The inradius must be distinguished from the radius of a circle of equal area. The hexagon has $A=2\sqrt3R^2$, and therefore

$$R_{\rm eq}=\sqrt{A/\pi}=R\sqrt{2\sqrt3/\pi}\simeq1.05\,R .$$

For regular hexagons, a grain size reported as an equal-area radius should be divided by this factor before use. For an irregular grain the factor differs, and $R=2A/L$ should be taken from its measured area and perimeter. To compare two uniform films of unequal grains, use the totals, $R=2\sum A/\sum L$, not the mean of the single-grain values.

Q: Each wall now belongs to two grains. Do you count its energy twice?

A: No. Let $w_{ij}$ be the energy per area of a wall between phases $i$ and $j$. In a uniform film every wall is a like wall and each neighbour is charged half. Thus

$$\sigma_i=\tfrac12w_{ii},\qquad D=\tfrac12(w_{\rm oo}-w_{\rm mm}).$$

The boundary derived so far compares a film that is all o with one that is all m. I call it the collective boundary.

Q: A film need not switch as a whole. What if one grain changes and its neighbours stay put?

A: Then like walls turn into unlike walls, and there is a new energy to consider. Define the mismatch cost

$$c=w_{\rm om}-\tfrac12(w_{\rm oo}+w_{\rm mm}).$$

When one grain in an m film becomes o, its whole sidewall changes from $w_{\rm mm}$ to $w_{\rm om}$. The change per area is

$$w_{\rm om}-w_{\rm mm}
=c+\tfrac12(w_{\rm oo}+w_{\rm mm})-w_{\rm mm}
=D+c .$$

In an o film, the wall energy with the chosen grain in o minus that with it in m is

$$w_{\rm oo}-w_{\rm om}
=w_{\rm oo}-\tfrac12(w_{\rm oo}+w_{\rm mm})-c
=D-c .$$

The single-grain limits follow by replacing $D$ in $h_c$ with these two values:

$$h_{\text{in m}}=-\frac{\Gamma}{\Delta g+2(D+c)/R},\qquad
h_{\text{in o}}=-\frac{\Gamma}{\Delta g+2(D-c)/R}.$$

For $\Gamma<0$, $c>0$ and positive denominators, $h_{\text{in m}}<h_c<h_{\text{in o}}$. Between the outer two thicknesses, changing any one grain raises the energy of either uniform film. The phase found there can depend on the history of the film.

Q: So which of the three is the equilibrium boundary?

A: For identical grains and $c\ge0$, it is the collective one. To see this, write the energy of any wall as

$$w_{ij}=\tfrac12w_{ii}+\tfrac12w_{jj}+c\,u_{ij},$$

where $u_{ij}$ is 1 for an unlike wall and 0 for a like wall. The two halves can be assigned to the adjoining grains. A periodic film with $n$ grains in o therefore has energy, relative to all m,

$$E-E_{\rm m}=n\,\Delta G+c\,A_{\rm u},$$

where $A_{\rm u}$ is the total area of unlike walls. If $\Delta G>0$ and $c\ge0$, both terms are nonnegative and all m is a ground state. If $\Delta G<0$ and the film has $N$ grains, then $n\Delta G+cA_{\rm u}\ge N\Delta G$, so all o is a ground state. The change occurs at $\Delta G=0$.

The argument has two limits. If the grains differ in size, each has its own $\Delta G$, and a mixed film can be the ground state over a range of thicknesses even for $c>0$. The argument also counts only local wall energies. A polar grain with $R$ comparable to $h$ among nonpolar neighbours has fringing fields that lower its depolarization energy below that of a grain in a uniform polar film. This acts like a negative contribution to $c$, and for poor screening and large $P$ it can outweigh a small positive $c$.

The same formula limits the meaning of the single-grain thresholds. Two adjacent o grains in an m film expose 10 unlike faces, whereas two separate ones expose 12. A cluster thus pays less mismatch per grain and can become favourable before a single grain does. The thresholds are not switching barriers, and they say nothing about rates.

If $c<0$, unlike walls are rewarded. At $\Delta G=0$ any mixed pattern then lies below both uniform films, and the single sharp boundary gives way to a mixed region.

Q: I would like to see numbers. Do yours describe a real material?

A: No. They are round model parameters, assigned to no material. I include a third phase, t, which is nonpolar and will matter shortly.

| Phase | $g$ (MJ/m³) | top (J/m²) | bottom (J/m²) | like wall (J/m²) |
|---|---:|---:|---:|---:|
| m | 0 | 1.60 | 1.00 | 1.20 |
| o | 100 | 1.00 | 1.10 | 0.80 |
| t | 250 | 0.50 | 0.70 | 0.60 |

The o/m wall has energy 1.05 J/m². For o minus m, the top contributes $-0.60$ J/m² and the bottom $+0.10$ J/m². The bottom electrode opposes o, but the sum $\Gamma=-0.50$ J/m² favours it. The sidewall difference is $D=(0.80-1.20)/2=-0.20$ J/m².

Since 1 J/m² divided by 1 nm is 1000 MJ/m³, the intercept lengths are

$$h^*=\frac{500}{100}=5\ {\rm nm},\qquad
R^*=\frac{2\times200}{100}=4\ {\rm nm}.$$

Q: Take a grain with $R=10$ nm in an 8 nm film. It is thicker than $h^*$ and wider than $R^*$. Surely it is m?

A: Between o and m, it is o. The three contributions to the energy density are

$$100-\frac{500}{8}-\frac{400}{10}
=100-62.5-40=-2.5\ {\rm MJ/m^3}.$$

Neither surface term can pay the bulk cost alone, but together they can. The critical thickness at this radius is

$$h_c=\frac{500}{100-40}\simeq8.3\ {\rm nm}.$$

It rises steeply for narrower grains: 15 nm at $R=6$ nm and 25 nm at $R=5$ nm. At $R=50$ nm it is 5.4 nm, close to the wide-grain limit. The steepness follows from the hyperbola. Writing $h_c=h^*+h^*R^*/(R-R^*)$ and differentiating,

$$\frac{dh_c}{dR}=-\frac{h^*R^*}{(R-R^*)^2}.$$

At $R=5$ nm the slope is $-20$, so a small error in radius becomes a large error in critical thickness. A film with a spread of radii near $R^*$ should not be described by its mean radius alone.

Q: And the effect of the neighbours?

A: The mismatch cost is $c=1.05-(0.80+1.20)/2=0.05$ J/m². At $R=10$ nm,

$$h_{\text{in m}}=\frac{500}{100-30}\simeq7.1\ {\rm nm},\qquad
h_{\text{in o}}=\frac{500}{100-50}=10\ {\rm nm}.$$

A modest mismatch cost therefore opens a band almost 3 nm wide around the collective value of 8.3 nm.

The ground-state argument was tested by listing all 4096 m/o patterns of a periodic film with 12 grains. At a thickness 1% below $h_c$ the lowest pattern was all o, and at 1% above it was all m. In a control with $c=-0.10$ J/m², the lowest pattern found at $h_c$ had 5 grains in o. Exchanging o and m leaves the unlike wall area unchanged, so at $\Delta G=0$ a pattern with 7 grains in o has the same energy. The count of 5 is not unique, but the mixing is real within the model.

Q: Let me also see the reversed case, where thickness helps the polar phase.

A: Raise the top energy of o so that $\Gamma=+0.20$ J/m², and keep $D=-0.20$ J/m². At $R=3$ nm the sidewall term is $-400/3\simeq-133$ MJ/m³, which outweighs the bulk cost by about 33 MJ/m³. Hence $h_c=200/33.3\simeq6$ nm, and o is favoured above it. If instead $\Gamma=-0.50$ J/m² and $D=+0.10$ J/m², then at $R=10$ nm $h_c=500/(100+20)\simeq4.2$ nm, with o favoured below it. Direct comparison of film energies on both sides of each threshold confirmed these directions.

Q: You have shown when o beats m. That does not make o stable. What about t?

A: It does not, and the o/m line is a true equilibrium boundary only where t lies higher. Let $x=1/h$ and $y=1/R$. Each pair of phases then has a straight boundary. With $(h_1,R_1)$ the intercept lengths for o/m and $(h_2,R_2)$ those for t/o,

$$h_1x+R_1y=1,\qquad h_2x+R_2y=1 .$$

Multiply the first equation by $R_2$, the second by $R_1$, and subtract. This removes $y$:

$$(h_1R_2-h_2R_1)x=R_2-R_1 .$$

Multiply instead by $h_2$ and $h_1$, and subtract the first product from the second. This removes $x$:

$$(h_1R_2-h_2R_1)y=h_1-h_2 .$$

Inverting $x$ and $y$ gives

$$h_T=\frac{h_1R_2-h_2R_1}{R_2-R_1},\qquad
R_T=\frac{h_1R_2-h_2R_1}{h_1-h_2}.$$

At this crossing $G_{\rm o}=G_{\rm m}$ and $G_{\rm t}=G_{\rm o}$, so $G_{\rm t}=G_{\rm m}$ as well. The third boundary must pass through the same point. It is a physical triple point only if both lengths are finite and positive.

Q: Does the example have one?

A: Yes. For t minus o, the differences are $\Delta g=150$ MJ/m³, $\Gamma=-0.90$ J/m² and $D=-0.10$ J/m². They give $h_2=900/150=6$ nm and $R_2=200/150\simeq1.33$ nm. With $h_1=5$ nm and $R_1=4$ nm, the common numerator is $5\times1.333-6\times4\simeq-17.33$ nm². Therefore

$$h_T=\frac{-17.33}{1.333-4}\simeq6.5\ {\rm nm},\qquad
R_T=\frac{-17.33}{5-6}\simeq17\ {\rm nm}.$$

Q: On which side of that point does the polar phase survive?

A: On the narrow-grain side. For $R>R_1$, o needs a thickness above the t/o boundary and below the o/m boundary. In terms of $y$, these have inverse thicknesses $(1-R_2y)/h_2$ and $(1-R_1y)/h_1$. The window is open when the first is larger:

$$\frac{1-R_2y}{h_2}>\frac{1-R_1y}{h_1}.$$

Multiplication by $h_1h_2$ and rearrangement give $(h_2R_1-h_1R_2)y>h_2-h_1$. Here this reads $17.33\,y>1$ with lengths in nm, or $R<R_T$.

At $R=10$ nm, thinning the film takes the lowest uniform phase from m to o at 8.3 nm and from o to t at 6.9 nm. The polar window is about 1.4 nm wide. At $R=17$ nm it has almost closed, with edges at 6.51 and 6.54 nm. At $R=18$ nm the film passes directly between m and t at about 6.5 nm, and o is not the lowest phase at any thickness.

At $R=3$ nm, below $R_1$, there is no upper limit to o: it follows t above 10.8 nm. Still narrower grains do not help. For $R\le R_2$, t lies below o at every thickness. In this example the polar phase needs grains that are narrow, but not too narrow.

Q: Where would you stop trusting this diagram?

A: First, where edges matter. If the top and bottom rims of a cylinder have an energy difference $\tau$ per length, they add $4\pi R\tau$ to $\Delta G$, hence $4\tau/(Rh)$ to its density. That term is proportional to $xy$ and bends the straight boundaries. It gains weight when both dimensions are small. A film of hexagonal grains also has vertical lines where three walls meet, two per grain. An energy difference $\tau_{\rm j}$ per length adds $2h\tau_{\rm j}$ per grain, hence $\tau_{\rm j}/(\sqrt3R^2)$ to the density. That term is proportional to $y^2$, remains in thick films and shifts $R^*$.

Second, where the interfaces are so close that their energies are no longer independent of $h$ and $R$. The separation into bulk, face and wall terms with constant coefficients then fails.

Third, where t grains mix with m or o grains. The three-phase diagram compares uniform films; the energies of unlike walls with t were not specified. A favourable unlike wall could replace part of a boundary by a mixed region, as it does for o and m when $c<0$. The numerical output gives the remaining values of the example.

## Numbers as computed

```
phase m: bulk g = 0 MJ/m^3; top, bottom, like-wall = 1.60, 1.00, 1.20 J/m^2
phase o: bulk g = 100 MJ/m^3; top, bottom, like-wall = 1.00, 1.10, 0.80 J/m^2
phase t: bulk g = 250 MJ/m^3; top, bottom, like-wall = 0.50, 0.70, 0.60 J/m^2
unlike wall o/m = 1.05 J/m^2; mismatch c = 0.050 J/m^2
o-m: top difference = -0.60 J/m^2
o-m: bottom difference = 0.10 J/m^2
o-m: dg = 100 MJ/m^3, Gamma = -0.50 J/m^2, D = -0.20 J/m^2
o-m: intercept lengths h* = 5.000 nm, R* = 4.000 nm
t-o: dg = 150 MJ/m^3, Gamma = -0.90 J/m^2, D = -0.10 J/m^2
t-o: intercept lengths h* = 6.000 nm, R* = 1.333 nm
t-m: dg = 250 MJ/m^3, Gamma = -1.40 J/m^2, D = -0.30 J/m^2
t-m: intercept lengths h* = 5.600 nm, R* = 2.400 nm
o/m boundary: R = 5 nm, h_c = 25.000 nm
o/m boundary: R = 6 nm, h_c = 15.000 nm
o/m boundary: R = 10 nm, h_c = 8.333 nm
o/m boundary: R = 20 nm, h_c = 6.250 nm
o/m boundary: R = 50 nm, h_c = 5.435 nm
cylinder root at R = 10 nm: h_c = 8.333 nm
hexagon equal-area radius / inradius = 1.0501
grain R = 10 nm, h = 8 nm, o-m densities in MJ/m^3:
  bulk 100.0, top+bottom -62.5, sidewall -40.0, total -2.5
single o grain in m film, R = 10 nm: limit h = 7.143 nm
single m grain in o film, R = 10 nm: limit h = 10.000 nm
patterns enumerated = 4096, grains per pattern = 12
control with c = -0.10 J/m^2 at h_c: o grains = 5 of 12
sign case: R = 3 nm, Gamma = 0.20 J/m^2, D = -0.20 J/m^2, h_c = 6.000 nm
sign case: R = 10 nm, Gamma = -0.50 J/m^2, D = 0.10 J/m^2, h_c = 4.167 nm
triple point: R = 17.333 nm, h = 6.500 nm
t/o boundary at R = 10 nm: h = 6.923 nm
o window at R = 10 nm: width = 1.410 nm
scan thin to thick, R = 3 nm: t -> o; h = 10.80 nm
scan thin to thick, R = 10 nm: t -> o -> m; h = 6.92, 8.33 nm
scan thin to thick, R = 17 nm: t -> o -> m; h = 6.51, 6.54 nm
scan thin to thick, R = 18 nm: t -> m; h = 6.46 nm
scan thin to thick, R = 30 nm: t -> m; h = 6.09 nm
```
